# Haken–Strobl chain: from ballistic to diffusive exciton motion: a program that tests the result

```python
# Haken-Strobl model on a chain.
# H = sum_n de_n(t)|n><n| + sum_r J_r(|n><n+r| + h.c.),
# <de_n(t) de_m(t')> = hbar^2 G delta_nm delta(t-t'); G = intersite dephasing rate.
# Averaged: drho/dt = -(i/hbar)[H0,rho] - G*(off-diagonal part of rho).
# Under test (j = J/hbar, n = x/a, start on one site, nearest neighbours):
#   <n^2> = (4 j^2/G^2)(G t - 1 + exp(-G t)),  D = 2 j^2 a^2/G = k a^2,
#   P(q,s) = 1/(sqrt((s+G)^2+b^2) - G),  b = 4 j sin(q/2),
# plus <n^4>, general start, long-range J_r, the pole of P, the overlap rate.
# Tests use hbar = a = j = 1; the worked example uses Gaussian (cgs) units.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import expm_multiply, spsolve
from scipy.linalg import expm
from scipy.special import jv, ive, zeta
from scipy.integrate import quad
from scipy import constants as C


def chain(N, coupling=lambda r: 1.0 * (r == 1)):
    d = np.abs(np.subtract.outer(np.arange(N), np.arange(N)))
    return np.where(d > 0, coupling(np.maximum(d, 1)), 0.0)


def liouvillian(H, G):
    N = len(H)
    Hs, I = sp.csr_matrix(H), sp.identity(N, format="csr")
    damp = sp.diags(G * (1.0 - np.eye(N)).ravel())
    return (-1j * (sp.kron(Hs, I) - sp.kron(I, Hs.T)) - damp).tocsr()


def populations(H, G, psi, T, num):
    N = len(H)
    rho0 = np.outer(psi, np.conj(psi)).astype(complex).ravel()
    out = expm_multiply(liouvillian(H, G), rho0, start=0.0, stop=T, num=num, endpoint=True)
    return np.linspace(0, T, num), out[:, ::N + 1].real


def site_start(N):
    psi = np.zeros(N, complex)
    psi[N // 2] = 1.0
    return psi, np.arange(N) - N // 2


def m2(t, j, G):
    return 4 * j**2 / G**2 * (G * t - 1 + np.exp(-G * t))


def m4(t, j, G):
    u = G * t
    return m2(t, j, G) + 48 * (j / G)**4 * (u**2 - 3 * u + 3 + np.exp(-u) * (u**2 / 2 - 3))


def overlap_rate(G, detuning):
    line = lambda w: (G / 2) / np.pi / (w**2 + G**2 / 4)
    return 2 * np.pi * quad(lambda w: line(w) * line(w - detuning), -np.inf, np.inf)[0]


print("--- tests, units hbar = a = j = 1 ---")
# Noisy Schroedinger trajectories; tolerance = 4 standard errors + splitting error
rng = np.random.default_rng(7)
N, G, dt, ntraj = 31, 2.0, 0.025, 3000
psi0, n = site_start(N)
Uh = expm(-0.5j * dt * chain(N))
U = Uh @ Uh
psi = np.repeat((Uh @ psi0)[:, None], ntraj, axis=1)
for step in range(1, 161):
    psi *= np.exp(-1j * np.sqrt(G * dt) * rng.standard_normal(psi.shape))
    if step == 40:
        amp = (Uh @ psi)[N // 2 + 1]
    if step == 160:
        msd = n**2 @ np.abs(Uh @ psi)**2
    psi = U @ psi
se = msd.std() / np.sqrt(ntraj)
assert abs(msd.mean() - m2(4.0, 1, G)) < 4 * se + 0.01
assert abs(msd.mean() - m2(4.0, 1, 2 * G)) > 10 * se
se_amp = amp.std() / np.sqrt(ntraj)
amp_th = -1j * jv(1, 2.0) * np.exp(-G / 2)
assert abs(amp.mean() - amp_th) < 4 * se_amp
assert abs(amp.mean() - amp_th * np.exp(-G / 2)) > 8 * se_amp
print(f"noise G=2 t=4 <n^2>: {msd.mean():.3f} +- {se:.3f}, formula {m2(4.0,1,G):.4f}")
print(f"noise G=2 t=1 |<psi_1>|: {abs(amp.mean()):.4f} +- {se_amp:.4f}, formula {abs(amp_th):.4f}")

# Direct propagation of the density matrix
N = 121
psi0, n = site_start(N)
H = chain(N)
run = {}
for G in (0.5, 2.0, 10.0):
    t, P = populations(H, G, psi0, 20.0, 41)
    run[G] = P
    assert np.allclose(P[1:] @ n**2, m2(t[1:], 1, G), rtol=1e-8, atol=0)
    assert np.allclose(P[1:] @ n**4.0, m4(t[1:], 1, G), rtol=1e-8, atol=0)
    print(f"G={G:4.1f} t=20 <n^2>: rho {P[-1]@n**2:.6f}, formula {m2(20.0,1,G):.6f}")
for G in (2.0, 10.0):
    half_slope = (run[G][-1] - run[G][-2]) @ n**2 / (2 * 0.5)
    assert abs(half_slope / overlap_rate(G, 0.0) - 1) < 1e-6
    assert abs(half_slope / (2 / G) - 1) < 1e-6
    print(f"G={G:4.1f} D: late slope/2 {half_slope:.6f}, overlap rate {overlap_rate(G,0.0):.6f}")

# Ballistic limit from Bessel sums
tb = 10.0
pb = jv(n, 2 * tb)**2
assert abs(pb @ n**2 / (2 * tb**2) - 1) < 1e-10
assert abs(m2(tb, 1, 1e-4) / (pb @ n**2) - 1) < 1e-3
kurt_b = pb @ n**4.0 / (pb @ n**2)**2
assert abs(kurt_b - (1.5 + 1 / (2 * tb**2))) < 1e-10
print(f"G=0 t=10: <n^2> {pb@n**2:.4f}, kurtosis {kurt_b:.4f}")

# Moving wave packet: all transient terms present
G = 0.5
w = np.exp(-(n + 5.0)**2 / 36.0 + 1j * n)
w /= np.linalg.norm(w)
X = np.diag(n.astype(float))
V = 1j * (H @ X - X @ H)
ev = lambda M: (w.conj() @ M @ w).real
x0, v0, x20, A0, w0 = ev(X), ev(V), ev(X @ X), ev(X @ V + V @ X), ev(V @ V) - 2
tw, P = populations(H, G, w, 15.0, 16)
e = np.exp(-G * tw)
x2 = x20 + A0 * (1 - e) / G + m2(tw, 1, G) + 2 * w0 * (1 - (1 + G * tw) * e) / G**2
assert min(abs(v0), abs(A0), abs(w0)) > 0.1
assert np.allclose(P @ n, x0 + v0 * (1 - e) / G, rtol=1e-8)
assert np.allclose(P @ n**2, x2, rtol=1e-8)
print(f"packet: x0 {x0:.4f} x2_0 {x20:.4f} v0 {v0:.4f} A0 {A0:.4f} w0 {w0:.4f}")
print(f"packet G=0.5 t=15 <n^2>: rho {P[-1]@n**2:.5f}, formula {x2[-1]:.5f}")

# Long-range couplings; the r^-4 tail cut off by the finite chain is about 1e-5
N2 = 81
psi2, n2 = site_start(N2)
y = np.exp(-3.0)
for name, cpl, fac in (("Foerster 1/r^3", lambda r: r**-3.0, zeta(4)),
                       ("Dexter a/L=1.5", lambda r: np.exp(-1.5 * (r - 1)), (1 + y) / (1 - y)**3)):
    tl, P = populations(chain(N2, cpl), 2.0, psi2, 5.0, 6)
    ratio = P[1:] @ n2**2 / m2(tl[1:], 1, 2.0)
    assert np.allclose(ratio, fac, rtol=1e-4)
    print(f"{name}: MSD ratio to nearest neighbour {ratio[-1]:.5f}, formula {fac:.5f}")

# Resolvent
G, s = 1.0, 1.0
R = spsolve((s * sp.identity(N2**2) - liouvillian(chain(N2), G)).tocsc(),
            np.outer(psi2, psi2).ravel())[::N2 + 1]
for q in (0.3, 1.5, np.pi):
    Pqs = 1 / (np.sqrt((s + G)**2 + 16 * np.sin(q / 2)**2) - G)
    assert abs(R @ np.exp(-1j * q * n2) - Pqs) < 1e-9
assert abs(R @ n2**2 - 4 / (s**2 * (s + G))) < 1e-9
print(f"G=1 s=1 P(pi,s): resolvent {(R@np.cos(np.pi*n2)).real:.8f}, formula {Pqs:.8f}")

# Slow spectrum of a ring; finite k sum differs from the integral by about 0.38^20
Nr, G = 20, 6.0
Hr = chain(Nr)
Hr[0, -1] = Hr[-1, 0] = 1.0
lam = np.linalg.eigvals(liouvillian(Hr, G).toarray())
lam = lam[np.argsort(-lam.real)][:Nr]
pole = np.sort(-G + np.sqrt(G**2 - 16 * np.sin(np.pi * np.arange(Nr) / Nr)**2))[::-1]
assert np.abs(lam - pole).max() < 1e-6
print(f"ring G=6 q=pi pole: eigenvalue {lam[-1].real:.6f}, formula {pole[-1]:.6f}")

# q = pi in time: real pole with residue (G>4), oscillating pair (G<4)
alt = np.cos(np.pi * n)
u0 = np.sqrt(100.0 - 16.0)
th = 10.0 / u0 * np.exp((u0 - 10.0) * 5.0)
assert abs(run[10.0][10] @ alt / th - 1) < 1e-8
print(f"G=10 t=5 P(pi,t): rho {run[10.0][10]@alt:.6e}, pole term {th:.6e}")
Om = np.sqrt(12.0)
osc = run[2.0][12:17] @ alt * np.exp(2 * t[12:17])
dev = np.abs(osc - 4 / Om * np.sin(Om * t[12:17])).max()
assert dev < 0.04 and osc.min() < -0.3 and osc.max() > 0.3  # branch term <= 0.4 t^-1.5
print(f"G=2 t=6..8: Omega {Om:.4f}, amplitude {4/Om:.4f}, max deviation {dev:.4f}")

# Random-walk limit; corrections are of order 1/(G t)
walk = ive(np.abs(n), 2 * 0.2 * 20.0)
dev = np.abs(run[10.0][-1] - walk).max() / walk.max()
assert dev < 0.01
print(f"G=10 t=20: max |P_n - walk|/peak {dev:.4f}")

# Alternating site energies +-Delta/2; detuned rate holds to order j^2/G^2
G, Delta = 10.0, 10.0
ta, P = populations(H + np.diag(0.5 * Delta * alt), G, psi0, 20.0, 5)
D_alt = (P[-1] - P[-2]) @ n**2 / (2 * 5.0)
k_det = overlap_rate(G, Delta)
assert abs(k_det - 2 * G / (G**2 + Delta**2)) < 1e-7
assert abs(D_alt / k_det - 1) < 0.05 and D_alt < 0.6 * 2 / G
assert abs(P[-1] @ alt) < 1e-2
print(f"G=10 Delta=10: D {D_alt:.4f}, detuned rate {k_det:.4f}, ordered {2/G:.4f}")
print(f"  sublattice imbalance at t=20: {P[-1]@alt:.1e}")

print("--- worked example, Gaussian units ---")
hbar = C.hbar * 1e7
hc = C.h * 1e7 * C.c * 100
e_esu = C.e * C.c * 10
mu, a, eps, kappa, tauL = 5e-18, 1e-7, 2.0, 1.0, 1e-9
J = kappa * mu**2 / (eps * a**3)
j = J / hbar
print(f"hbar {hbar:.6e} erg s, e {e_esu:.6e} statC")
print(f"mu {mu:.1e} statC cm, mu/e {mu/e_esu:.4e} cm")
print(f"a {a:.1e} cm, n^2 {eps:.1f}, kappa {kappa:.1f}, lifetime {tauL:.1e} s")
print(f"J {J:.4e} erg = {J/hc:.2f} cm^-1")
print(f"j {j:.4e} 1/s, 4j {4*j:.4e} 1/s, vbar {np.sqrt(2)*j*a:.4e} cm/s")
for G in (2e13, 1e14):
    D = 2 * j**2 * a**2 / G
    L2 = 4 * j**2 * a**2 * tauL**2 / (1 + G * tauL)
    cut = 50 / (G * tauL)
    f = lambda z: np.exp(-z) * m2(z * tauL, j, G) * a**2 / L2
    assert abs(quad(f, 0, cut)[0] + quad(f, cut, np.inf)[0] - 1) < 1e-7
    print(f"G {G:.1e} 1/s: G/j {G/j:.4f}, crossover 2/G {2/G:.1e} s")
    print(f"  free path {np.sqrt(2)*j*a/G:.4e} cm, hop rate {2*j**2/G:.4e} 1/s")
    print(f"  offset 4j^2/G^2 {4*j**2/G**2:.4f} sites^2")
    print(f"  D {D:.5f} cm^2/s, with 1/r^3 tail {D*zeta(4):.5f} cm^2/s")
    print(f"  <x^2> at decay {L2:.4e} cm^2, rms {np.sqrt(L2)*1e7:.1f} nm")
G = 2e13
tx, P = populations(chain(N2), G / j, psi2, j * 500e-15, 21)
print(f"G {G:.1e} 1/s, time series (<n^2> in sites^2):")
for i in (1, 4, 20):
    tt = tx[i] / j
    M2, M4 = P[i] @ n2**2, P[i] @ n2**4.0
    assert abs(M2 / m2(tt, j, G) - 1) < 1e-8 and abs(M4 / m4(tt, j, G) - 1) < 1e-8
    print(f"  t {tt*1e15:.0f} fs: rho {M2:.5f}, formula {m2(tt,j,G):.5f}, kurtosis {M4/M2**2:.4f}")
    print(f"    ballistic {2*(j*tt)**2:.5f}, 2Dt/a^2 {4*j**2*tt/G:.5f}, rms {np.sqrt(M2)*a*1e7:.3f} nm")
print("success")
```

Running it gives:

```
--- tests, units hbar = a = j = 1 ---
noise G=2 t=4 <n^2>: 6.995 +- 0.045, formula 7.0003
noise G=2 t=1 |<psi_1>|: 0.2132 +- 0.0085, formula 0.2122
G= 0.5 t=20 <n^2>: rho 144.000726, formula 144.000726
G= 2.0 t=20 <n^2>: rho 39.000000, formula 39.000000
G=10.0 t=20 <n^2>: rho 7.960000, formula 7.960000
G= 2.0 D: late slope/2 1.000000, overlap rate 1.000000
G=10.0 D: late slope/2 0.200000, overlap rate 0.200000
G=0 t=10: <n^2> 200.0000, kurtosis 1.5050
packet: x0 -5.0000 x2_0 34.0000 v0 -1.6597 A0 16.5973 w0 0.7873
packet G=0.5 t=15 <n^2>: rho 177.45399, formula 177.45399
Foerster 1/r^3: MSD ratio to nearest neighbour 1.08232, formula 1.08232
Dexter a/L=1.5: MSD ratio to nearest neighbour 1.22360, formula 1.22360
G=1 s=1 P(pi,s): resolvent 0.28800716, formula 0.28800716
ring G=6 q=pi pole: eigenvalue -1.527864, formula -1.527864
G=10 t=5 P(pi,t): rho 1.678841e-02, pole term 1.678841e-02
G=2 t=6..8: Omega 3.4641, amplitude 1.1547, max deviation 0.0189
G=10 t=20: max |P_n - walk|/peak 0.0009
G=10 Delta=10: D 0.1019, detuned rate 0.1000, ordered 0.2000
  sublattice imbalance at t=20: 4.0e-04
--- worked example, Gaussian units ---
hbar 1.054572e-27 erg s, e 4.803205e-10 statC
mu 5.0e-18 statC cm, mu/e 1.0410e-08 cm
a 1.0e-07 cm, n^2 2.0, kappa 1.0, lifetime 1.0e-09 s
J 1.2500e-14 erg = 62.93 cm^-1
j 1.1853e+13 1/s, 4j 4.7413e+13 1/s, vbar 1.6763e+06 cm/s
G 2.0e+13 1/s: G/j 1.6873, crossover 2/G 1.0e-13 s
  free path 8.3814e-08 cm, hop rate 1.4050e+13 1/s
  offset 4j^2/G^2 1.4050 sites^2
  D 0.14050 cm^2/s, with 1/r^3 tail 0.15206 cm^2/s
  <x^2> at decay 2.8098e-10 cm^2, rms 167.6 nm
G 1.0e+14 1/s: G/j 8.4366, crossover 2/G 2.0e-14 s
  free path 1.6763e-08 cm, hop rate 2.8099e+12 1/s
  offset 4j^2/G^2 0.0562 sites^2
  D 0.02810 cm^2/s, with 1/r^3 tail 0.03041 cm^2/s
  <x^2> at decay 5.6198e-11 cm^2, rms 75.0 nm
G 2.0e+13 1/s, time series (<n^2> in sites^2):
  t 25 fs: rho 0.14967, formula 0.14967, kurtosis 8.3266
    ballistic 0.17562, 2Dt/a^2 0.70249, rms 0.387 nm
  t 100 fs: rho 1.59511, formula 1.59511, kurtosis 2.6393
    ballistic 2.80994, 2Dt/a^2 2.80994, rms 1.263 nm
  t 500 fs: rho 12.64481, formula 12.64481, kurtosis 2.7828
    ballistic 70.24861, 2Dt/a^2 14.04972, rms 3.556 nm
success
```
